# Why a hard 180° pulse does not refocus homonuclear J coupling: test program

```python
"""
Result under test: a hard 180-degree pulse refocuses chemical shifts but not
the coupling J between two like spins. The echo tau-180-tau is modulated as
cos(2 pi J tau) for weak coupling. The modulation vanishes if only one spin is
inverted, or if a pulse train is fast against the shift difference.

Symbols: J coupling (Hz); dnu = nu1 - nu2 shift difference (Hz);
tau half-echo delay (s); n number of echoes; T = 2 n tau total time (s);
Fx = I1x + I2x. Signals are normalized to their initial value.
Relaxation is left out; pulses are ideal except where given a finite length.
"""
import numpy as np

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
I1x, I1y, I1z = [np.kron(s, one) for s in (sx, sy, sz)]
I2x, I2y, I2z = [np.kron(one, s) for s in (sx, sy, sz)]
Fx = I1x + I2x
ZZ = I1z @ I2z
DOT = I1x @ I2x + I1y @ I2y + ZZ


def propagator(h, t):
    """exp(-i h t) for a Hermitian matrix h in rad/s."""
    e, v = np.linalg.eigh(h)
    return (v * np.exp(-1j * e * t)) @ v.conj().T


def hamiltonian(nu1, nu2, J, coupling):
    return 2 * np.pi * (nu1 * I1z + nu2 * I2z + J * coupling)


def evolve(rho, u):
    return u @ rho @ u.conj().T


def overlap(op, rho):
    return np.trace(op @ rho).real / np.trace(op @ op).real


HARD = propagator(Fx, np.pi)
ONLY1 = propagator(I1x, np.pi)
ONLY2 = propagator(I2x, np.pi)


def echo_train(J, dnu, tau, n, coupling=DOT, mean=37.0):
    """Summed x signal at echo n, by density-matrix propagation."""
    h = hamiltonian(mean + dnu / 2, mean - dnu / 2, J, coupling)
    free = propagator(h, tau)
    u = np.linalg.matrix_power(free @ HARD @ free, n)
    return overlap(Fx, evolve(Fx, u))


def closed_form(J, dnu, tau, n):
    root = np.hypot(J, dnu)
    c, angle = J / root, np.pi * root * tau
    psi = np.arcsin(c * np.sin(2 * angle))
    k = (1 - 2 * c**2 * np.sin(angle)**2) / np.cos(psi)
    theta = 2 * np.pi * J * n * tau
    return (0.5 * (1 + k) * np.cos(theta - n * psi)
            + (-1)**n * 0.5 * (1 - k) * np.cos(theta + n * psi))


def residual_J(J, dnu, tau):
    return J * (1 - np.sinc(2 * dnu * tau))  # np.sinc(x)=sin(pi x)/(pi x)


# Product-operator results for truncated coupling, arbitrary shifts
rng = np.random.default_rng(4)
for _ in range(20):
    nu1, nu2 = rng.uniform(-300, 300, 2)
    Jt, t = rng.uniform(-20, 20), rng.uniform(0.001, 0.1)
    free = propagator(hamiltonian(nu1, nu2, Jt, ZZ), t)
    hard = evolve(I1x, free @ HARD @ free)
    a = 2 * np.pi * Jt * t
    assert np.allclose(hard, np.cos(a) * I1x
                       + np.sin(a) * 2 * I1y @ I2z, atol=1e-9)
    assert np.allclose(evolve(I1x, free @ ONLY1 @ free), I1x, atol=1e-9)
    b = 4 * np.pi * nu1 * t
    assert np.allclose(evolve(I1x, free @ ONLY2 @ free),
                       np.cos(b) * I1x + np.sin(b) * I1y, atol=1e-9)

# Closed form for isotropic coupling, including strong coupling
for _ in range(60):
    Jt, dt = rng.uniform(-30, 30), rng.uniform(20, 400)
    t, m = rng.uniform(0.0002, 0.05), int(rng.integers(1, 30))
    assert abs(echo_train(Jt, dt, t, m) - closed_form(Jt, dt, t, m)) < 1e-8

# Cause of suppression: isotropic coupling conserves Fx, truncated does not
assert np.allclose(DOT @ Fx, Fx @ DOT)
assert not np.allclose(ZZ @ Fx, Fx @ ZZ)
for t in (0.003, 0.03, 0.0625):
    assert abs(echo_train(8.0, 0.0, t, 1) - 1) < 1e-9

# Worked example
J, dnu = 8.0, 400.0
print(f"Coupling J = {J:.1f} Hz")
print(f"Shift difference = {dnu:.1f} Hz")
print(f"Ratio J/dnu = {J / dnu:.4f}")
print("Single hard echo: tau (ms), simulated signal, cos(2 pi J tau)")
for fraction in (1 / 8, 1 / 4, 3 / 8, 1 / 2):
    t = fraction / J
    print(f"  {t * 1e3:8.3f} {echo_train(J, dnu, t, 1):9.4f}"
          f" {np.cos(2 * np.pi * J * t):9.4f}")
scan = np.linspace(0.001, 0.1, 700)
deviation = max(abs(echo_train(J, dnu, t, 1) - np.cos(2 * np.pi * J * t))
                for t in scan)
assert deviation <= 2 * J / dnu
print(f"Largest deviation from cosine, tau 1 to 100 ms = {deviation:.4f}")
print(f"Bound 2J/dnu = {2 * J / dnu:.4f}")

T = 1 / J
print(f"Pulse trains of fixed total time T = {T * 1e3:.1f} ms")
print("n, tau (ms), pulses per s, J_res (Hz), signal isotropic, truncated")
for n in (1, 10, 35, 50, 70, 100, 200, 400, 1000):
    t = T / (2 * n)
    full = echo_train(J, dnu, t, n)
    truncated = echo_train(J, dnu, t, n, coupling=ZZ)
    Jr = residual_J(J, dnu, t)
    assert abs(full - np.cos(np.pi * Jr * T)) < 3e-3
    assert abs(truncated - np.cos(np.pi * J * T)) < 1e-7
    print(f"  {n:4d} {t * 1e3:8.4f} {n / T:7.0f} {Jr:8.4f}"
          f" {full:8.4f} {truncated:8.4f}")

# Fast-pulsing law, with the residual coupling read from the simulated echo
n_fast = 400
t_fast = T / (2 * n_fast)
J_seen = np.arccos(echo_train(J, dnu, t_fast, n_fast)) / (np.pi * T)
J_law = J * (2 * np.pi * dnu * t_fast)**2 / 6
assert abs(J_seen / J_law - 1) < 0.02  # next term is about 0.8 percent
print(f"Residual J from simulation, n = {n_fast}: {J_seen:.4f} Hz")
print(f"Residual J from fast-pulsing law: {J_law:.4f} Hz")


def finite_pulse_echo(shape, duration, offset, tau):
    """Spin-1 signal; the same field acts on both spins, carrier near spin 1.
    The centre of the pulse lies at time tau, the echo at 2 tau."""
    h = hamiltonian(offset, offset - dnu, J, DOT)
    step = duration / len(shape)
    amplitude = np.pi * shape / (shape.sum() * step)
    pulse = np.eye(4, dtype=complex)
    for w in amplitude:
        pulse = propagator(h + w * Fx, step) @ pulse
    free = propagator(h, tau - duration / 2)
    return overlap(I1x, evolve(Fx, free @ pulse @ free))


tau_soft = 1 / (2 * J)
offset = 3.0
sigma, soft_length, hard_length = 4e-3, 20e-3, 10e-6
steps = 400
times = (np.arange(steps) + 0.5) * soft_length / steps - soft_length / 2
gaussian = np.exp(-times**2 / (2 * sigma**2))
soft = finite_pulse_echo(gaussian, soft_length, offset, tau_soft)
short = finite_pulse_echo(np.ones(1), hard_length, offset, tau_soft)
assert soft > 0.9
assert short < -0.9
print(f"Finite pulses: tau = {tau_soft * 1e3:.1f} ms,"
      f" spin-1 offset = {offset:.1f} Hz")
print(f"Gaussian pulse: length {soft_length * 1e3:.1f} ms,"
      f" sigma {sigma * 1e3:.1f} ms")
print(f"Gaussian spectral sigma = {1 / (2 * np.pi * sigma):.1f} Hz")
print(f"Spin-1 echo, selective Gaussian pulse = {soft:.4f}")
print(f"Hard rectangular pulse length = {hard_length * 1e6:.1f} us")
print(f"Spin-1 echo, hard pulse = {short:.4f}")
print("verified")
```

Output:

```
Coupling J = 8.0 Hz
Shift difference = 400.0 Hz
Ratio J/dnu = 0.0200
Single hard echo: tau (ms), simulated signal, cos(2 pi J tau)
    15.625    0.7210    0.7071
    31.250   -0.0003    0.0000
    46.875   -0.7210   -0.7071
    62.500   -1.0000   -1.0000
Largest deviation from cosine, tau 1 to 100 ms = 0.0200
Bound 2J/dnu = 0.0400
Pulse trains of fixed total time T = 125.0 ms
n, tau (ms), pulses per s, J_res (Hz), signal isotropic, truncated
     1  62.5000       8   8.0000  -1.0000  -1.0000
    10   6.2500      80   8.0000  -1.0000  -1.0000
    35   1.7857     280   9.7378  -0.7758  -1.0000
    50   1.2500     400   8.0000  -1.0000  -1.0000
    70   0.8929     560   5.2127  -0.4589  -1.0000
   100   0.6250     800   2.9070   0.4159  -1.0000
   200   0.3125    1600   0.7975   0.9514  -1.0000
   400   0.1562    3200   0.2040   0.9968  -1.0000
  1000   0.0625    8000   0.0329   0.9999  -1.0000
Residual J from simulation, n = 400: 0.2040 Hz
Residual J from fast-pulsing law: 0.2056 Hz
Finite pulses: tau = 62.5 ms, spin-1 offset = 3.0 Hz
Gaussian pulse: length 20.0 ms, sigma 4.0 ms
Gaussian spectral sigma = 39.8 Hz
Spin-1 echo, selective Gaussian pulse = 0.9790
Hard rectangular pulse length = 10.0 us
Spin-1 echo, hard pulse = -0.9999
verified
```
